# Why series scattering in one channel gives Ohmic and contact resistance, part 1

(Sections cited here and not found follow in the second part.)

## From one scatterer to many

**Q.** A narrow wire contains a row of defects. Suppose each one lets an arriving electron pass with probability 0.9. Thirty of them then let through $0.9^{30}$, about 4%. A line twice as long squares that number. This is exponential decay, yet Ohm's law wants a resistance proportional to length. How can both be right?

**A.** The product is the probability of passing all thirty defects without once being turned back. An electron that is turned back has not left the wire. It can meet an earlier defect, be turned forward again, and still come out at the far end. The product would describe filters that absorb what they do not pass. Here nothing is absorbed, so the returning electrons have to be counted.

I take one channel: at a given energy there is one state moving right and one moving left. Scatterer $i$ transmits with probability $T_i$ and reflects with probability

$$R_i=1-T_i,\qquad 0<T_i\le 1 .$$

**Q.** You use one $T_i$ for both directions. A defect may be lopsided, so why should it transmit equally from left and right?

**A.** Because an elastic scatterer conserves the number of electrons. Let $r$ and $t$ be its reflection and transmission amplitudes for arrival from the left, and $r'$ and $t'$ those for arrival from the right. Outgoing amplitudes follow from incoming ones through the matrix

$$S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}.$$

Conservation for every incoming combination makes $S$ unitary, so each column and each row has unit length. The first column gives $|r|^2+|t|^2=1$, and the first row gives $|r|^2+|t'|^2=1$. Subtracting, $|t|^2=|t'|^2$. The shape of the defect may affect the phases, but with one channel it cannot make the two transmission probabilities differ.

**Q.** Then do the counting for two defects. I want to see each path.

**A.** An electron comes from the left. It can pass both scatterers directly, with probability $T_1T_2$. It can also pass the first, reflect from the second, reflect from the first, and then pass the second. That path has probability $T_1R_2R_1T_2$. Every further round trip between the two supplies another factor $R_1R_2$. These are different histories, and I add their probabilities:

$$T_{12}=T_1T_2\left[1+R_1R_2+(R_1R_2)^2+\dots\right]=\frac{T_1T_2}{1-R_1R_2}.$$

The geometric series converges because $R_1R_2<1$.

Take $T_1=0.5$ and $T_2=0.4$. Then $R_1R_2=0.5\times0.6=0.3$, and the first four terms are 0.2000, 0.0600, 0.0180 and 0.0054. The sum is $0.2/0.7=0.2857$. The product alone would have given 0.2.

**Q.** You may have counted some electrons twice. Do the reflected ones make up the rest?

**A.** They can be counted separately. An electron returns to the left either by reflecting at once from scatterer 1, or by passing 1, reflecting from 2 and passing 1 again, with any number of extra round trips in between:

$$R_{12}=R_1+T_1^2R_2\left[1+R_1R_2+\dots\right]=R_1+\frac{T_1^2R_2}{1-R_1R_2}.$$

Over a common denominator the numerator is

$$R_1-R_1^2R_2+T_1^2R_2=R_1+R_2\,(T_1^2-R_1^2).$$

Since $T_1+R_1=1$, we have $T_1^2-R_1^2=(T_1-R_1)(T_1+R_1)=T_1-R_1=1-2R_1$. Therefore

$$R_{12}=\frac{R_1+R_2-2R_1R_2}{1-R_1R_2}.$$

On the other side,

$$1-T_{12}=\frac{1-R_1R_2-(1-R_1)(1-R_2)}{1-R_1R_2}=\frac{R_1+R_2-2R_1R_2}{1-R_1R_2}.$$

The two agree. In the numerical case the reflection is 0.7143, which with 0.2857 makes 1.

**Q.** That is a correct but untidy fraction. I see no Ohm's law in it.

**A.** Turn it over. First rewrite the denominator in terms of transmissions:

$$1-R_1R_2=1-(1-T_1)(1-T_2)=T_1+T_2-T_1T_2 .$$

Then

$$\frac1{T_{12}}=\frac{T_1+T_2-T_1T_2}{T_1T_2}=\frac1{T_2}+\frac1{T_1}-1 .$$

The inverse transmissions almost add; the $-1$ spoils it. Subtract 1 from both sides and share the resulting $-2$ between the two terms:

$$\frac1{T_{12}}-1=\left(\frac1{T_1}-1\right)+\left(\frac1{T_2}-1\right).$$

Since $1/T-1=(1-T)/T$,

$$\frac{1-T_{12}}{T_{12}}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.$$

The quantity that adds is the ratio of reflected to transmitted electrons. In the example the two scatterers have ratios 1.0 and 1.5, and the pair has $0.7143/0.2857=2.5$. A scatterer with $T_i=1$ contributes nothing, and one with $T_i\to0$ makes the sum diverge, as a break in the wire should.

**Q.** But electrons are waves. The paths you added should interfere, so you should add amplitudes and square at the end.

**A.** If the electron keeps its phase, yes. Let $\theta$ be the phase gathered in one round trip between the two scatterers, including the phases of the reflections, and let $\rho=\sqrt{R_1R_2}$. Apart from a common phase, the amplitude is

$$t_{12}=\sqrt{T_1T_2}\,\sum_{n=0}^{\infty}\left(\rho\,e^{i\theta}\right)^n .$$

Its square contains cross terms between different numbers of round trips:

$$|t_{12}|^2=T_1T_2\sum_{n,m}\rho^{\,n+m}e^{i(n-m)\theta}.$$

At a fixed $\theta$ these terms matter, and the pair can transmit more or less than my sum. If $\theta$ is spread evenly over a full turn, the average of $e^{i(n-m)\theta}$ is zero unless $n=m$. What remains is

$$\langle|t_{12}|^2\rangle=T_1T_2\sum_n\rho^{2n}=\frac{T_1T_2}{1-R_1R_2}.$$

For the pair above, numerical integration over the phase gives 0.2857, the value of the path sum.

**Q.** So averaging over phases rescues the argument, and I can forget about interference?

**A.** For two scatterers, as far as the average transmission is concerned. For more than two, no. I need a stronger assumption: between one scatterer and the next the electron loses its phase memory. This happens when it leaves a record of its passage in its surroundings, for instance in the vibrations of the wire, without being turned back by that event. I also assume that any energy it exchanges is too small to change the transmission probabilities. Under these conditions probabilities add at each stage. I shall return to the case where they do not.

**Q.** Grant that. You have shown a rule for two. Why does it hold for thirty?

**A.** The pair can be treated as a single scatterer. Its formula does not change when labels 1 and 2 are exchanged, and entry from the right is the same path sum with the labels exchanged. The pair therefore has one transmission probability for both directions, and its reflection is $1-T_{12}$, which is all that the derivation asked of a scatterer. Adding a third gives the three-term sum, and so on by induction. For $N$ scatterers with total transmission $T$,

$$\frac{1-T}{T}=\sum_{i=1}^{N}\frac{1-T_i}{T_i}.$$

A sum does not depend on the order of its terms, so neither the order of the scatterers nor their positions affect $T$, so long as phase is lost in each gap.

**Q.** Now put in equal scatterers and show me the dependence on length.

**A.** Let each have transmission $T_1$, with a spacing $d$, and write $L=Nd$. The sum becomes

$$\frac{1-T}{T}=N\,\frac{1-T_1}{T_1}=\frac{L}{\lambda},\qquad \lambda=d\,\frac{T_1}{1-T_1}.$$

Since $(1-T)/T=1/T-1$, this gives $1/T=1+L/\lambda$, or

$$T=\frac{\lambda}{\lambda+L}.$$

For $L\ll\lambda$, $T\approx1-L/\lambda$: few electrons are turned back. For $L\gg\lambda$, $T\approx\lambda/L$: the transmission falls as the inverse of the length, not exponentially.

With $T_1=0.9$ and $d=100$ nm, $\lambda=100\times0.9/0.1=900$ nm. Thirty scatterers make $L=3000$ nm, so $L/\lambda=3.333$ and $T=1/4.333=0.2308$. Your product was 0.0424. Direct passage thus accounts for $0.0424/0.2308$, about 18%, of the electrons that get through. The others have been turned back and forward again at least once.

**Q.** The last defect still stops one electron in ten. Adding it should still multiply the transmission by 0.9.

**A.** It sends back one in ten of those arriving, but many of these return to it. Let $T$ be the transmission of the line before the addition and $T'$ the one after. From the sum rule,

$$\frac1{T'}=\frac1T+\frac{1-T_1}{T_1}.$$

Multiply by $T$ and invert:

$$\frac{T'}{T}=\frac{1}{1+T\,(1-T_1)/T_1}.$$

For $T=1$ this is $1/(1+0.1111)=0.9$, your factor. For the line with $T=0.2308$ it is $1/(1+0.0256)=0.975$. An electron reflected by the new scatterer travels back into a line that itself reflects with probability $1-T=0.77$, so it is likely to get another attempt. The longer the line, the better it returns such electrons, and the less one more scatterer costs in relative terms.

**Q.** What is $\lambda$, physically? If it is the distance between collisions, I would have said 100 nm.

**A.** It measures how far an electron gets before it is turned back, counted in scatterers passed. Follow an electron moving one way. It passes $n$ scatterers and is then reflected with probability $T_1^n(1-T_1)$. The mean number passed before the reversal is

$$\sum_{n=0}^{\infty}n\,T_1^n(1-T_1)=(1-T_1)\,\frac{T_1}{(1-T_1)^2}=\frac{T_1}{1-T_1},$$

where I used $\sum n x^n=x/(1-x)^2$. Multiplying by $d$ gives $\lambda$. With $T_1=0.9$ the electron passes nine scatterers on average and is turned back by the next one. The path from one reversal to the next is therefore ten spacings on average, one more than $\lambda$; for weak scatterers the difference is negligible. I call $\lambda$ the backscattering length. It is also the length at which $T=1/2$.

**Q.** Real defects differ from one another. May I use their average transmission?

**A.** Average $(1-T_i)/T_i$, not $T_i$. The general definition is

$$\frac1\lambda=\frac1L\sum_{i=1}^{N}\frac{1-T_i}{T_i}.$$

The distinction matters when a few scatterers are strong. Two scatterers with $T=0.9$ and $T=0.1$ contribute $0.11+9=9.11$, whereas two with the average value 0.5 would contribute $1+1=2$. Proportionality to length further requires that the line look statistically alike along its length, so that this $\lambda$ does not change as the line is extended.

**Q.** You promised to return to interference. What if the thirty scatterers keep the phase throughout?

**A.** Then additivity fails. Suppose the spacings are irregular on the scale of the electron wavelength, so that each gap contributes an independent phase, evenly spread. Let a chain have transmission $T$ and reflection $R=1-T$, and add one scatterer coherently. The amplitude series from before, summed and squared, gives

$$T'=\frac{T\,T_1}{|1-\rho e^{i\theta}|^2},\qquad \rho=\sqrt{R\,R_1}<1 .$$

Averaging over the newest phase alone gives, by the result for a pair,

$$f(T)=\frac{T\,T_1}{1-(1-T)R_1}=\frac{T_1T}{T_1+R_1T}.$$

But $T$ itself varies from one set of earlier phases to another. The derivatives are

$$f'=\frac{T_1^2}{(T_1+R_1T)^2}>0,\qquad f''=-\frac{2R_1T_1^2}{(T_1+R_1T)^3}<0 .$$

The curve rises and bends downward, so the average of $f(T)$ lies below $f$ of the average. From the third scatterer on, the mean coherent transmission is therefore smaller than the additive rule says.

**Q.** By a little, or by a lot?

**A.** It depends on the length. For the thirty scatterers above, averaging over 100,000 sets of random phases gives a mean transmission of about 0.15, against 0.231 from the additive rule.

The typical line does worse than the mean. Take the logarithm of $T'$. For $\rho<1$,

$$\ln|1-\rho e^{i\theta}|^2=-2\sum_{n=1}^{\infty}\frac{\rho^n\cos n\theta}{n},$$

whose average over $\theta$ is zero. Hence $\langle\ln T'\rangle=\langle\ln T\rangle+\ln T_1$, and for the whole chain $\langle\ln T\rangle=N\ln T_1$. Here that is $-3.161$, and the sampled value is $-3.154\pm0.006$. The typical transmission, $e^{N\ln T_1}=T_1^N$, is your exponential product after all, though for a different reason: interference, not the neglect of returning electrons. This is localization. The loss of phase is thus a physical condition for Ohmic behaviour in one channel.

## From transmission to resistance

The second half uses these symbols and results. Scatterer $i$ has transmission $T_i$ and reflection $R_i=1-T_i$, and phase is lost between scatterers. The whole line has transmission $T$, with

$$\frac{1-T}{T}=\sum_i\frac{1-T_i}{T_i}=\frac L\lambda,$$

where $L$ is the length and $\lambda$ the backscattering length. For equal scatterers at spacing $d$, $\lambda=dT_1/(1-T_1)$.

**Q.** So far you have a probability. An ohmmeter does not read probabilities. How does $T$ become a resistance?

**A.** Connect the line to two large reservoirs that absorb every electron reaching them and send out electrons with their own equilibrium distribution. Let $f_L(E)$ and $f_R(E)$ be the Fermi functions of the left and right reservoirs, with chemical potentials that differ by $\mu_L-\mu_R=eV$. I take $e>0$ and quote the magnitude of the current, so electrons flow from left to right.

Per unit length, a range $dk$ of wave numbers holds $dk/2\pi$ states for each spin, hence $2\,dk/2\pi$ in all. Electrons in them move at the speed $v=(1/\hbar)\,dE/dk$. Those sent from the left reach the right with probability $T$, and the reverse holds with the same $T$. The net current is

$$I=2e\int\frac{dk}{2\pi}\,v\,T\,(f_L-f_R).$$

Now $v\,dk=dE/\hbar$, so the speed cancels against the density of states:

$$I=\frac{2e}{2\pi\hbar}\int T\,(f_L-f_R)\,dE=\frac{2e}{h}\int T\,(f_L-f_R)\,dE .$$

**Q.** Should an electron not need an empty state to arrive in? I see no factor for that.

**A.** Include it and it drops out. The flow to the right would carry $f_L(1-f_R)$ and the flow to the left $f_R(1-f_L)$. Their difference is $f_L-f_Lf_R-f_R+f_Lf_R=f_L-f_R$.

To finish, let $T$ be independent of energy over the range where the two Fermi functions differ, and let the band edges lie many $k_BT_{\rm K}$ away, where $T_{\rm K}$ is the temperature. Raising $\mu_L$ by $d\mu$ raises $\int f_L\,dE$ by $d\mu\int(-\partial f_L/\partial E)\,dE=d\mu$. Hence $\int(f_L-f_R)\,dE=\mu_L-\mu_R=eV$, and

$$I=\frac{2e^2}{h}\,T\,V,\qquad R_{\rm line}=\frac VI=\frac{h}{2e^2}\,\frac1T .$$

The prefactor is $h/2e^2=12.906$ kΩ.

**Q.** But $1/T$ is not the quantity that adds. You worked to remove a 1 from it, and now the ohmmeter puts it back.

**A.** It does, and that 1 has a meaning. Write $1/T=1+(1-T)/T$:

$$R_{\rm line}=\frac{h}{2e^2}\left[1+\sum_i\frac{1-T_i}{T_i}\right]=\frac{h}{2e^2}\left(1+\frac L\lambda\right).$$

The second term grows in proportion to length. The first remains when all scatterers are removed.

When phase is lost between scatterers, the ratios $(1-T_i)/T_i$ add, and the resistance of the line is a term proportional to length plus a constant $h/2e^2$ that remains without any scatterers. Still to come are where along the line the voltage drops, what the constant means, and how the result applies to a carbon nanotube.

Numbers in the example were calculated in double precision.
